# Why Hydrogen Needs a Split-Valence Basis: Orbital Contraction in H2: a program that tests the result

```python
# Result under test: the best 1s exponent zeta is 1 in the H atom but about
# 1.19 in H2 (restricted Hartree-Fock, one 1s function per atom). One frozen
# contraction cannot follow this change of size; an inner/outer split of the
# same Gaussian primitives largely can.
# Symbols: R = bond length, w = zeta*R, S = overlap, T = kinetic energy,
# E = total energy including nuclear repulsion. All in atomic units.
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import minimize, minimize_scalar
from scipy.special import exp1
from scipy.constants import physical_constants, N_A
from pyscf import gto

KJ = physical_constants["Hartree energy"][0] * N_A / 1000.0
R0 = 1.4


def slater_kinetic(zeta, R):
    """Kinetic energy of both electrons in the bonding orbital."""
    w = zeta * R
    top = 1 + np.exp(-w) * (1 + w - w**2 / 3)
    bottom = 1 + np.exp(-w) * (1 + w + w**2 / 3)
    return zeta**2 * top / bottom


def slater_energy(zeta, R):
    """RHF energy of H2 from closed-form integrals over exponentials."""
    w = zeta * R
    S = np.exp(-w) * (1 + w + w**2 / 3)
    Sm = np.exp(w) * (1 - w + w**2 / 3)
    own = -1.0
    other = -(1 / w - np.exp(-2 * w) * (1 + 1 / w))
    cross = -2 * np.exp(-w) * (1 + w)
    attraction = 2 * zeta * (own + other + cross) / (1 + S)
    aaaa = 5 / 8
    aabb = 1 / w - np.exp(-2 * w) * (1 / w + 11 / 8 + 3 * w / 4 + w**2 / 6)
    aaab = (np.exp(-w) * (w + 1 / 8 + 5 / (16 * w))
            - np.exp(-3 * w) * (1 / 8 + 5 / (16 * w)))
    logs = (S**2 * (np.euler_gamma + np.log(w)) - Sm**2 * exp1(4 * w)
            + 2 * S * Sm * exp1(2 * w))
    abab = (-np.exp(-2 * w) * (-25 / 8 + 23 * w / 4 + 3 * w**2 + w**3 / 3)
            + 6 * logs / w) / 5
    repulsion = zeta * (aaaa + aabb + 4 * aaab + 2 * abab) / (2 * (1 + S)**2)
    return slater_kinetic(zeta, R) + attraction + repulsion + 1 / R


def overlap(a, b):
    """Overlap matrix of normalized s Gaussians on one centre."""
    a, b = a[:, None], b[None, :]
    return (2 * np.sqrt(a * b) / (a + b))**1.5


def atom_matrices(exps):
    a, b = exps[:, None], exps[None, :]
    S = overlap(exps, exps)
    return S, 3 * a * b / (a + b) * S, -2 * np.sqrt((a + b) / np.pi) * S


def atom_ground(exps):
    S, T, V = atom_matrices(exps)
    e, C = eigh(T + V, S)
    c = C[:, 0] * np.sign(C[np.argmax(abs(C[:, 0])), 0])
    return e[0], c


def single_basis(exps, coefs, zeta):
    return {"H": [[0] + [[float(a * zeta**2), float(c)]
                         for a, c in zip(exps, coefs)]]}


def split_basis(exps, coefs, zeta):
    inner = [0] + [[float(a * zeta**2), float(c)]
                   for a, c in zip(exps[:2], coefs[:2])]
    return {"H": [inner, [0, [float(exps[2] * zeta**2), 1.0]]]}


def rhf_h2(basis, R):
    """Self-consistent two-electron calculation: E, T, orbital, T diagonal."""
    mol = gto.M(atom=[("H", (0, 0, 0)), ("H", (0, 0, R))],
                basis=basis, unit="Bohr", verbose=0)
    S, T = mol.intor("int1e_ovlp"), mol.intor("int1e_kin")
    h = T + mol.intor("int1e_nuc")
    n = S.shape[0]
    eri = mol.intor("int2e").reshape(n, n, n, n)
    F, last = h, 0.0
    for _ in range(200):
        c = eigh(F, S)[1][:, 0]
        D = 2 * np.outer(c, c)
        F = (h + np.einsum("ijkl,kl->ij", eri, D)
             - 0.5 * np.einsum("ikjl,kl->ij", eri, D))
        E = 0.5 * np.sum(D * (h + F)) + 1 / R
        if abs(E - last) < 1e-12:
            return E, np.sum(D * T), c, np.diag(T)
        last = E
    raise AssertionError("self-consistent iteration did not converge")


def best_zeta(energy):
    r = minimize_scalar(energy, bounds=(0.6, 1.7), method="bounded",
                        options={"xatol": 1e-7})
    return r.x, r.fun


# --- True exponentials: best exponent in the molecule ---
z_slater, e_slater = best_zeta(lambda z: slater_energy(z, R0))
e_slater_one = slater_energy(1.0, R0)
opt = minimize(lambda p: slater_energy(p[0], p[1]), [1.2, 1.4],
               method="Nelder-Mead", options={"xatol": 1e-9, "fatol": 1e-14})
z_eq, R_eq = opt.x
e_eq, t_eq = opt.fun, slater_kinetic(z_eq, R_eq)
assert 1.18 < z_slater < 1.20 and 1.18 < z_eq < 1.21
assert e_eq < -1.0 and abs(e_eq + t_eq) < 1e-5
t_one = slater_kinetic(1.0, R0)
t_best = slater_kinetic(z_slater, R0)
assert t_one < 1.0 < t_best
v_one, v_best = e_slater_one - t_one, e_slater - t_best
assert v_best - v_one < -(t_best - t_one)
scan = [(R, best_zeta(lambda z: slater_energy(z, R))[0])
        for R in (1.0, 2.0, 3.0, 30.0)]
assert abs(scan[-1][1] - 27 / 32) < 1e-3

# --- Long Gaussian expansion as an independent check ---
long_exps = 0.04 * 2.7**np.arange(12)
e_long, c_long = atom_ground(long_exps)
assert abs(e_long + 0.5) < 1e-4
for z in (1.0, z_slater):
    e_num, t_num = rhf_h2(single_basis(long_exps, c_long, z), R0)[:2]
    assert abs(e_num - slater_energy(z, R0)) < 3e-4
    assert abs(t_num - slater_kinetic(z, R0)) < 2e-3
z_long, _ = best_zeta(
    lambda z: rhf_h2(single_basis(long_exps, c_long, z), R0)[0])
assert abs(z_long - z_slater) < 3e-3
e_ref, t_ref = rhf_h2(single_basis(long_exps, c_long, 1.0), 1.2 * R0)[:2]
e_scaled = rhf_h2(single_basis(long_exps, c_long, 1.2), R0)[0]
assert abs(e_scaled - (1.44 * t_ref + 1.2 * (e_ref - t_ref))) < 1e-8
missed_slater = 1 - (4 * z_slater / (1 + z_slater)**2)**3
s_long = c_long @ overlap(long_exps, long_exps * z_slater**2) @ c_long
assert abs(1 - s_long**2 - missed_slater) < 1e-3

# --- Three primitives optimized for the atom ---
fit = minimize(lambda p: atom_ground(np.exp(p))[0], np.log([4.0, 0.7, 0.15]),
               method="Nelder-Mead",
               options={"xatol": 1e-8, "fatol": 1e-14, "maxiter": 4000})
exps = np.sort(np.exp(fit.x))[::-1]
e_atom, coefs = atom_ground(exps)
S3, T3, V3 = atom_matrices(exps)
t_atom, v_atom = coefs @ T3 @ coefs, coefs @ V3 @ coefs
z_atom = -v_atom / (2 * t_atom)
assert abs(z_atom - 1) < 1e-4

# Split set in the atom: normalized inner function and free outer function
B = np.zeros((3, 2))
B[:2, 0] = coefs[:2] / np.sqrt(coefs[:2] @ S3[:2, :2] @ coefs[:2])
B[2, 1] = 1.0
S2 = B.T @ S3 @ B
ev, C2 = eigh(B.T @ (T3 + V3) @ B, S2)
e_atom_split, ratio_atom = ev[0], C2[0, 0] / C2[1, 0]
assert abs(e_atom_split - e_atom) < 1e-9

# --- Molecule: frozen, scaled and split ---
e_fixed = rhf_h2(single_basis(exps, coefs, 1.0), R0)[0]
z_mol, e_best = best_zeta(
    lambda z: rhf_h2(single_basis(exps, coefs, z), R0)[0])
e_split, _, c_split, tdiag = rhf_h2(split_basis(exps, coefs, 1.0), R0)
assert tdiag[0] > tdiag[1]
ratio_mol = c_split[0] / c_split[1]
e_split_scaled = rhf_h2(split_basis(exps, coefs, z_mol), R0)[0]
e_large = rhf_h2("cc-pvtz", R0)[0]
recovered = (e_fixed - e_split) / (e_fixed - e_best)
gain_plain, gain_scaled = e_fixed - e_split, e_best - e_split_scaled
assert 1.15 < z_mol < 1.23
assert recovered > 0.5
assert ratio_mol > ratio_atom > 0
assert gain_scaled < 0.5 * gain_plain
assert e_large < min(e_split, e_best, e_split_scaled)

# Part of the scaled contraction that each fixed set cannot represent
X = overlap(exps, exps * z_mol**2) @ coefs
missed_single = 1 - (coefs @ X)**2
proj = B.T @ X
missed_split = 1 - proj @ np.linalg.solve(S2, proj)
assert missed_split < 0.5 * missed_single

# Binding energies relative to two atoms
e_atom_wrong = z_mol**2 * t_atom + z_mol * v_atom
bind = {"all at scale 1": 2 * e_atom - e_fixed,
        "all at H2 scale": 2 * e_atom_wrong - e_best,
        "each at own scale": 2 * e_atom - e_best,
        "split, scale 1": 2 * e_atom_split - e_split}
own = bind["each at own scale"]
assert bind["all at scale 1"] < own < bind["all at H2 scale"]
assert abs(bind["split, scale 1"] - own) < abs(bind["all at scale 1"] - own)

print("TRUE EXPONENTIALS, H2")
print(f"bond length R = {R0:.2f} bohr")
print(f"best zeta at this R = {z_slater:.4f} 1/bohr")
print(f"E at zeta 1 = {e_slater_one:.5f} hartree")
print(f"E at best zeta = {e_slater:.5f} hartree")
print(f"T at zeta 1 = {t_one:.5f} hartree")
print(f"T at best zeta = {t_best:.5f} hartree")
print(f"V at zeta 1 = {v_one:.5f} hartree")
print(f"V at best zeta = {v_best:.5f} hartree")
print(f"joint optimum: R = {R_eq:.4f} bohr")
print(f"joint optimum: zeta = {z_eq:.4f} 1/bohr")
print(f"joint optimum: E = {e_eq:.5f} hartree")
print(f"joint optimum: T = {t_eq:.5f} hartree")
print(f"joint optimum: t(w) = {t_eq / z_eq**2:.5f}")
for R, z in scan:
    print(f"best zeta at R = {R:.1f} bohr: {z:.4f} 1/bohr")
print(f"12-Gaussian check, best zeta = {z_long:.4f} 1/bohr")
print(f"missed by zeta 1 function = {100 * missed_slater:.3f} percent")
print("THREE GAUSSIANS, ATOM")
for a, c in zip(exps, coefs):
    print(f"exponent {a:.5f} 1/bohr^2, coefficient {c:.5f}")
print(f"best scale in atom = {z_atom:.5f}")
print(f"E atom, single = {e_atom:.6f} hartree")
print(f"E atom, split = {e_atom_split:.6f} hartree")
print(f"E atom at H2 scale = {e_atom_wrong:.6f} hartree")
print("THREE GAUSSIANS, H2")
print(f"best scale in H2 = {z_mol:.4f}")
print(f"E single, scale 1 = {e_fixed:.5f} hartree")
print(f"E single, best scale = {e_best:.5f} hartree")
print(f"E split, scale 1 = {e_split:.5f} hartree")
print(f"E split, H2 scale = {e_split_scaled:.5f} hartree")
print(f"E RHF/cc-pVTZ = {e_large:.5f} hartree")
print(f"split gain at scale 1 = {gain_plain:.5f} hartree")
print(f"split gain at H2 scale = {gain_scaled:.5f} hartree")
print(f"scaling gain recovered by split = {100 * recovered:.1f} percent")
print(f"inner/outer ratio, atom = {ratio_atom:.4f}")
print(f"inner/outer ratio, H2 = {ratio_mol:.4f}")
print(f"scaled shape missed by single = {100 * missed_single:.3f} percent")
print(f"scaled shape missed by split = {100 * missed_split:.3f} percent")
print("BINDING ENERGY OF H2")
for name, value in bind.items():
    print(f"{name}: {value:.5f} hartree = {value * KJ:.1f} kJ/mol")
print("verified")
```

It prints:

```
TRUE EXPONENTIALS, H2
bond length R = 1.40 bohr
best zeta at this R = 1.1895 1/bohr
E at zeta 1 = -1.09094 hartree
E at best zeta = -1.12819 hartree
T at zeta 1 = 0.81618 hartree
T at best zeta = 1.12023 hartree
V at zeta 1 = -1.90713 hartree
V at best zeta = -2.24842 hartree
joint optimum: R = 1.3854 bohr
joint optimum: zeta = 1.1930 1/bohr
joint optimum: E = -1.12823 hartree
joint optimum: T = 1.12823 hartree
joint optimum: t(w) = 0.79269
best zeta at R = 1.0 bohr: 1.3009 1/bohr
best zeta at R = 2.0 bohr: 1.0723 1/bohr
best zeta at R = 3.0 bohr: 0.9578 1/bohr
best zeta at R = 30.0 bohr: 0.8437 1/bohr
12-Gaussian check, best zeta = 1.1896 1/bohr
missed by zeta 1 function = 2.231 percent
THREE GAUSSIANS, ATOM
exponent 4.50036 1/bohr^2, coefficient 0.07048
exponent 0.68129 1/bohr^2, coefficient 0.40788
exponent 0.15138 1/bohr^2, coefficient 0.64768
best scale in atom = 1.00000
E atom, single = -0.496979 hartree
E atom, split = -0.496979 hartree
E atom at H2 scale = -0.479417 hartree
THREE GAUSSIANS, H2
best scale in H2 = 1.1880
E single, scale 1 = -1.08551 hartree
E single, best scale = -1.12206 hartree
E split, scale 1 = -1.12168 hartree
E split, H2 scale = -1.12217 hartree
E RHF/cc-pVTZ = -1.13296 hartree
split gain at scale 1 = 0.03617 hartree
split gain at H2 scale = 0.00011 hartree
scaling gain recovered by split = 99.0 percent
inner/outer ratio, atom = 0.6961
inner/outer ratio, H2 = 1.2954
scaled shape missed by single = 2.419 percent
scaled shape missed by split = 0.245 percent
BINDING ENERGY OF H2
all at scale 1: 0.09155 hartree = 240.4 kJ/mol
all at H2 scale: 0.16323 hartree = 428.5 kJ/mol
each at own scale: 0.12810 hartree = 336.3 kJ/mol
split, scale 1: 0.12772 hartree = 335.3 kJ/mol
verified
```
